**Current spreading beside a stripe contact: formula against circuit and field solutions**

The program tests $J(x)=2J_0/(x/L_s+\sqrt2)^2$ with $L_s=\sqrt{nkT\,t/(e\rho J_0)}$, where $J_0$ is the current density under the contact, $t$ and $\rho$ are the thickness and resistivity of the spreading layer, $n$ is the diode ideality and $kT$ the thermal energy. It solves a ladder of resistors and diodes from Kirchhoff's laws, with the full diode equation, and asserts agreement in profile, side current, half-current distance, drive scaling and far-field ceiling. It also asserts the finite-mesa profile, the side currents with series resistance and with mixed ideality, and the value of $L_s$ computed in atomic units. A two-dimensional Laplace solution tests the shift of the contact edge: at $t/L_s=0.05$ it gives $0.473\,t$ against the leading-order $0.441\,t$, within the asserted tolerance of $0.06\,t$. For the example the output shows $L_s=38.6$ µm and a largest profile error of $3.8\times10^{-5}$, relative to the formula, out to $20L_s$. The heating and hot-operation figures are estimates and are not tested.

## Check in Python

```python
# Result under test: beside a stripe contact (x > 0) on a resistive layer above
# an exponential diode, the vertical current density is
#     J(x) = 2 J0 / (x/Ls + sqrt(2))**2,  Ls = sqrt(n kT t / (e rho J0)).
# J0: density under the contact; t, rho: layer thickness and resistivity;
# n: diode ideality; kT/e: thermal voltage. Working units: cm, A, V, ohm, K.
# Independent road: Kirchhoff's laws on a resistor-diode ladder, and Laplace's
# equation in the layer cross-section with the diode on its lower face.
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, eye, kron
from scipy.sparse.linalg import spsolve
from scipy.special import lambertw

UM = 1e-4  # one micrometre in cm

# Rough typical values: red AlGaInP LED with a p-type GaP window layer
temperature = 300.0
thickness = 10 * UM
hole_density = 2e18
hole_mobility = 60.0
J0 = 50.0
ideality = 1.5
contact_voltage = 1.85      # junction voltage under the contact
mesa_width = 150 * UM       # contact edge to mesa edge
cladding_resistance = 1e-4  # ohm cm2, vertical, between layer and junction
diffusion_length = 2 * UM   # carriers along the active layer
band_gap = 1.95             # eV, active layer
heat_conductivity = 0.5     # W/(cm K)
hot_temperature = 360.0

kT = const.k * temperature / const.e
nkT = ideality * kT
resistivity = 1 / (const.e * hole_density * hole_mobility)
sheet = resistivity / thickness
Ls = np.sqrt(nkT * thickness / (resistivity * J0))
Js = J0 / np.expm1(contact_voltage / nkT)


def formula(x):
    return 2 * J0 / (x / Ls + np.sqrt(2)) ** 2


def solve_ladder(law, length, intervals=2000):
    """Newton solution of the ladder; v is voltage relative to the contact.
    law(v) returns current density and its slope. No current at x = length."""
    scale = 20 * UM
    x = scale * np.sinh(np.linspace(0, np.arcsinh(length / scale),
                                    intervals + 1))
    dx = np.diff(x)
    g = 1 / (sheet * dx)
    area = np.zeros_like(x)
    area[:-1] += dx / 2
    area[1:] += dx / 2
    g_next = np.append(g[1:], 0.0)
    v = np.zeros_like(x)
    converged = False
    for _ in range(200):
        J, slope = law(v)
        flow = g * (v[:-1] - v[1:])
        residual = flow - np.append(flow[1:], 0.0) - area[1:] * J[1:]
        bands = np.zeros((3, intervals))
        bands[0, 1:] = -g[1:]
        bands[1] = g + g_next + area[1:] * slope[1:]
        bands[2, :-1] = -g[1:]
        step = solve_banded((1, 1), bands, residual)
        v[1:] += step
        if np.max(np.abs(step)) < 1e-8:
            converged = True
            break
    assert converged
    J = law(v)[0]
    side_current = g[0] * (v[0] - v[1]) + area[0] * J[0]
    return x, J, side_current


def diode_at(voltage):
    """Full diode equation, including the reverse saturation current."""
    def law(v):
        arg = (voltage + v) / nkT
        return Js * np.expm1(arg), Js * np.exp(arg) / nkT
    return law


def at(position, x, J):
    return np.exp(np.interp(position, x, np.log(J)))


def half_distance(x, J):
    collected = cumulative_trapezoid(J, x, initial=0)
    return np.interp(collected[-1] / 2, collected, x)


# Profile, side current and half-current distance in a very wide layer
wide = 3000 * Ls
x, J, side = solve_ladder(diode_at(contact_voltage), wide)
near = x < 20 * Ls
profile_error = np.max(np.abs(J[near] / formula(x[near]) - 1))
assert profile_error < 1e-3
side_formula = np.sqrt(2) * J0 * Ls
assert abs(side / side_formula - 1) < 1e-3
half = half_distance(x, J)
assert abs(half / (np.sqrt(2) * Ls) - 1) < 5e-3

# Four times the drive: twice the side current, half the distance, same tail
x4, J4, side4 = solve_ladder(
    diode_at(contact_voltage + nkT * np.log(4)), wide)
assert abs(side4 / side - 2) < 4e-3
assert abs(half_distance(x4, J4) / half - 0.5) < 5e-3
far = 100 * Ls
far_ceiling = 2 * nkT / (sheet * far ** 2)
# the approach to the ceiling is of relative order 2 sqrt(2) Ls/x = 0.028
assert abs(at(far, x, J) / far_ceiling - 1) < 0.04
assert abs(at(far, x4, J4) / far_ceiling - 1) < 0.04

# Same length computed wholly in atomic units
bohr = const.physical_constants['Bohr radius'][0]
hartree = const.physical_constants['Hartree energy'][0]
au_current_density = const.e * hartree / const.hbar / bohr ** 2
au_resistivity = const.hbar / const.e ** 2 * bohr
Ls_au = np.sqrt(ideality * (const.k * temperature / hartree)
                * (thickness * 1e-2 / bohr)
                / (resistivity * 1e-2 / au_resistivity)
                / (J0 * 1e4 / au_current_density))
assert abs(Ls_au * bohr * 100 / Ls - 1) < 1e-6

# Finite mesa: secant-squared profile against the ladder
w = mesa_width / Ls
theta = brentq(lambda q: np.sqrt(2) * q / w - np.cos(q), 0, np.pi / 2)
edge_ratio = np.cos(theta) ** 2
xm, Jm, side_mesa = solve_ladder(diode_at(contact_voltage), mesa_width)
secant = edge_ratio * J0 / np.cos(
    np.sqrt(edge_ratio / 2) * (mesa_width - xm) / Ls) ** 2
assert np.max(np.abs(Jm / secant - 1)) < 1e-3
assert abs(side_mesa / (side_formula * np.sqrt(1 - edge_ratio)) - 1) < 1e-3

# Vertical series resistance between spreading layer and junction
beta = cladding_resistance * J0 / nkT


def series_law(v):
    root = lambertw(beta * np.exp(beta + v / nkT)).real
    return J0 * root / beta, J0 * root / (beta * (1 + root) * nkT)


xr, Jr, side_series = solve_ladder(series_law, wide)
assert abs(side_series / side_formula / np.sqrt(1 + beta / 2) - 1) < 2e-3

# Ideality 1 and 2 in parallel, with the chosen local ideality at the contact
share = 2 / ideality - 1


def mixed_law(v):
    one = share * J0 * np.exp(v / kT)
    two = (1 - share) * J0 * np.exp(v / (2 * kT))
    return one + two, one / kT + two / (2 * kT)


xi, Ji, side_mixed = solve_ladder(mixed_law, wide)
mixed_integral = kT * J0 * (share + 2 * (1 - share))
assert abs(side_mixed / np.sqrt(2 * mixed_integral / sheet) - 1) < 2e-3


def solve_cross_section(tau, rows=20, reach=300.0):
    """Laplace equation in a layer of thickness tau (lengths in Ls).
    Metal on top for x < 0; diode below. Returns x and J/J0 at the junction."""
    h = tau / rows

    def widths(extent):
        cells = [h]
        while sum(cells) < extent:
            cells.append(1.04 * cells[-1])
        return cells

    left, right = widths(6 * tau)[::-1], widths(reach)
    dx = np.array(left + right)
    centre = np.cumsum(dx) - dx / 2 - sum(left)
    columns = len(dx)
    gx = 2 * h / (dx[:-1] + dx[1:])
    diagonal = np.append(gx, 0) + np.insert(gx, 0, 0)
    horizontal = diags([-gx, diagonal, -gx], [-1, 0, 1])
    dz = np.full(rows, 2.0)
    dz[[0, -1]] = 1.0
    vertical = diags([-np.ones(rows - 1), dz, -np.ones(rows - 1)], [-1, 0, 1])
    top = np.zeros(rows)
    top[-1] = 1.0
    metal = np.where(centre < 0, 2 * dx / h, 0.0)
    matrix = (kron(horizontal, eye(rows)) + kron(diags(dx / h), vertical)
              + kron(diags(metal), diags(top))).tocsc()
    bottom = np.arange(columns) * rows
    u = np.zeros(columns * rows)
    converged = False
    for _ in range(100):
        sink = np.zeros_like(u)
        sink[bottom] = dx * tau * np.exp(u[bottom])
        step = spsolve((matrix + diags(sink)).tocsc(), -(matrix @ u) - sink)
        u += step
        if np.max(np.abs(step)) < 1e-7:
            converged = True
            break
    assert converged
    return centre, np.exp(u[bottom])


def edge_shift(tau, centre, ratio):
    inverse_root = np.interp(1.0, centre, ratio ** -0.5)
    return (np.sqrt(2) * inverse_root - np.sqrt(2) - 1) / tau


shift_theory = np.log(4) / np.pi
thin = 0.05
shift_thin = edge_shift(thin, *solve_cross_section(thin))
# tolerance: next order in t/Ls plus grid error at the singular metal edge
assert abs(shift_thin - shift_theory) < 0.06
tau = thickness / Ls
xc, ratio2d = solve_cross_section(tau)
shift_example = edge_shift(tau, xc, ratio2d)

# Diffusion along the active layer smooths the carrier density at the edge
outside = quad(lambda s: formula(s * diffusion_length) / J0 * np.exp(-s) / 2,
               0, 50)[0]
edge_density = 0.5 + outside

# Order-of-magnitude estimates of heating and of the temperature of use
delta_T = J0 * contact_voltage * Ls / heat_conductivity
heat_effect = delta_T * (band_gap - contact_voltage) / (nkT * temperature)
hot_resistivity = resistivity * (hot_temperature / temperature) ** 2
Ls_hot = np.sqrt(ideality * const.k * hot_temperature / const.e * thickness
                 / (hot_resistivity * J0))

probe = 100 * UM
base = formula(probe)


def percent(value, reference):
    return 100 * (value / reference - 1)


print(f"Temperature: {temperature:.0f} K")
print(f"Layer thickness: {thickness / UM:.0f} um")
print(f"Hole density: {hole_density:.1e} cm^-3")
print(f"Hole mobility: {hole_mobility:.0f} cm2/Vs")
print(f"Contact current density J0: {J0:.0f} A/cm2")
print(f"Diode ideality n: {ideality:.1f}")
print(f"Junction voltage under contact: {contact_voltage:.2f} V")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"n kT: {nkT:.5f} eV")
print(f"Resistivity: {resistivity:.4f} ohm cm")
print(f"Sheet resistance: {sheet:.1f} ohm per square")
print(f"Spreading length Ls: {Ls / UM:.2f} um")
print(f"Spreading length Ls: {Ls * 1e8:.3e} angstrom")
print(f"J(Ls)/J0 from formula: {formula(Ls) / J0:.4f}")
for micron in (0, 25, 50, 100, 200):
    p = micron * UM
    print(f"J at {micron} um, formula / ladder: "
          f"{formula(p):.3f} / {at(p, x, J):.3f} A/cm2")
print(f"Largest profile error to 20 Ls: {profile_error:.1e}")
print(f"Side current, formula: {side_formula:.4f} A/cm")
print(f"Side current, ladder: {side:.4f} A/cm")
print(f"Half-current distance, ladder: {half / UM:.2f} um")
print(f"Side current ratio at 4 J0, ladder: {side4 / side:.4f}")
print(f"J ceiling at 100 um: {2 * nkT / (sheet * probe**2):.3f} A/cm2")
print(f"Mesa width beside contact: {mesa_width / UM:.0f} um")
print(f"J at mesa edge, finite mesa: {Jm[-1]:.3f} A/cm2")
print(f"J there, unbounded formula: {formula(mesa_width):.3f} A/cm2")
print(f"Side current change, mesa: {percent(side_mesa, side):.1f} %")
print(f"Cladding resistance: {cladding_resistance:.1e} ohm cm2")
print(f"J(100 um) change, cladding: {percent(at(probe, xr, Jr), base):.1f} %")
print(f"Side current change, cladding: {percent(side_series, side):.1f} %")
print(f"Ideality-1 share of J0 in mixed diode: {share:.3f}")
print(f"J(100 um) change, mixed: {percent(at(probe, xi, Ji), base):.1f} %")
print(f"Side current change, mixed: {percent(side_mixed, side):.1f} %")
print(f"Thickness ratio t/Ls: {tau:.3f}")
print(f"Edge shift / t, theory: {shift_theory:.3f}")
print(f"Edge shift / t, 2D at t/Ls = {thin}: {shift_thin:.3f}")
print(f"Edge shift / t, 2D for example: {shift_example:.3f}")
print(f"J(Ls) change, 2D: "
      f"{percent(np.interp(1, xc, ratio2d), formula(Ls) / J0):.1f} %")
print(f"J deep under contact / J0, 2D: {ratio2d[0]:.3f}")
print(f"Carrier diffusion length: {diffusion_length / UM:.0f} um")
print(f"Edge carrier density change: {100 * (edge_density - 1):.1f} %")
print(f"Active-layer band gap: {band_gap:.2f} eV")
print(f"Heat conductivity: {heat_conductivity:.1f} W/(cm K)")
print(f"Lateral temperature difference, estimate: {delta_T:.2f} K")
print(f"Resulting change of J, estimate: {100 * heat_effect:.1f} %")
print(f"Ls at {hot_temperature:.0f} K, mobility as T^-2: {Ls_hot / UM:.2f} um")
print(f"Saturation current Js / J(100 um): {Js / base:.1e}")
print(f"Largest lateral field, ladder: {side * sheet * 1e-6:.2e} MV/cm")
print("no test failed")
```

It prints:

```
Temperature: 300 K
Layer thickness: 10 um
Hole density: 2.0e+18 cm^-3
Hole mobility: 60 cm2/Vs
Contact current density J0: 50 A/cm2
Diode ideality n: 1.5
Junction voltage under contact: 1.85 V
Thermal energy kT: 0.02585 eV
n kT: 0.03878 eV
Resistivity: 0.0520 ohm cm
Sheet resistance: 52.0 ohm per square
Spreading length Ls: 38.61 um
Spreading length Ls: 3.861e+05 angstrom
J(Ls)/J0 from formula: 0.3431
J at 0 um, formula / ladder: 50.000 / 50.000 A/cm2
J at 25 um, formula / ladder: 23.528 / 23.528 A/cm2
J at 50 um, formula / ladder: 13.626 / 13.626 A/cm2
J at 100 um, formula / ladder: 6.238 / 6.238 A/cm2
J at 200 um, formula / ladder: 2.300 / 2.300 A/cm2
Largest profile error to 20 Ls: 3.8e-05
Side current, formula: 0.2730 A/cm
Side current, ladder: 0.2730 A/cm
Half-current distance, ladder: 54.61 um
Side current ratio at 4 J0, ladder: 2.0000
J ceiling at 100 um: 14.911 A/cm2
Mesa width beside contact: 150 um
J at mesa edge, finite mesa: 8.643 A/cm2
J there, unbounded formula: 3.562 A/cm2
Side current change, mesa: -9.1 %
Cladding resistance: 1.0e-04 ohm cm2
J(100 um) change, cladding: 4.5 %
Side current change, cladding: 3.2 %
Ideality-1 share of J0 in mixed diode: 0.333
J(100 um) change, mixed: 4.5 %
Side current change, mixed: 5.4 %
Thickness ratio t/Ls: 0.259
Edge shift / t, theory: 0.441
Edge shift / t, 2D at t/Ls = 0.05: 0.473
Edge shift / t, 2D for example: 0.528
J(Ls) change, 2D: -10.4 %
J deep under contact / J0, 2D: 0.940
Carrier diffusion length: 2 um
Edge carrier density change: -3.3 %
Active-layer band gap: 1.95 eV
Heat conductivity: 0.5 W/(cm K)
Lateral temperature difference, estimate: 0.71 K
Resulting change of J, estimate: 0.6 %
Ls at 360 K, mobility as T^-2: 35.25 um
Saturation current Js / J(100 um): 1.5e-20
Largest lateral field, ladder: 1.42e-05 MV/cm
no test failed
```
